# Electron and orbital balance in diborane

## Question and model answers

Diborane has the formula $\mathrm{B_2H_6}$. Each boron atom brings three valence electrons and four valence orbitals (one 2s and three 2p). Each hydrogen atom brings one electron and one 1s orbital. The boron 1s electrons are left out as core electrons.

Unless a part says otherwise, assume:

1. every valence orbital takes part in one bond and no more;
2. every bond holds one pair of electrons;
3. the possible bonds are a terminal B–H bond, a three-centre B–H–B bond (a hydrogen bridge), and a two-centre B–B bond.

Their numbers are $a$, $s$ and $y$, in that order. A bond joining three borons needs no symbol, since there are two borons. Energies are in eV and distances in angstrom.

### (a) Write the balance equations and solve them for $a$, $s$ and $y$.

**Answer.** The molecule has

$$N = 2\cdot 3+6\cdot 1=12$$

valence electrons, or six pairs. It has six hydrogen orbitals and $2\cdot4=8$ boron orbitals.

A terminal bond uses one hydrogen and one boron orbital. A bridge uses one hydrogen orbital and one orbital on each boron. A B–B bond uses two boron orbitals. Counting hydrogen orbitals, boron orbitals and pairs in turn gives

$$a+s=6,\qquad a+2s+2y=8,\qquad a+s+y=6 .$$

Subtracting the first equation from the third leaves $y=0$. Subtracting the first from the second leaves

$$s+2y=2,$$

so $s=2$. The first equation then gives $a=6-2=4$.

There are four terminal B–H bonds, two hydrogen bridges and no two-centre B–B bond. Each unknown was fixed by elimination without a choice, so the solution is unique under the stated assumptions.

The reason for $y=0$ is simple. Six hydrogens, each in a bond of its own, already use all six pairs. No pair remains for a separate bond between the borons.

### (b) How are the terminal hydrogens divided between the borons? In how many ways can six labelled hydrogens be placed?

**Answer.** Let $t_1$ and $t_2$ be the numbers of terminal hydrogens on the two borons. Every bridge and every B–B bond uses one orbital on each boron, so the four orbitals of boron $i$ satisfy

$$t_i+s+y=4 .$$

With $s=2$ and $y=0$, this gives $t_1=t_2=2$. The connectivity is two $\mathrm{BH_2}$ groups joined by two bridging hydrogens.

The two bridging hydrogens can be chosen in $\binom62=15$ ways. Two of the remaining four go to the first boron in $\binom42=6$ ways. With the two borons also told apart, the total is $15\cdot6=90$ labelled placements, all with the same bonding pattern.

The count gives connectivity. It contains no distances, angles or energies, and cannot by itself show that the molecule is stable.

### (c) Keep the formula $\mathrm{E_2H_6}$, with four valence orbitals on each atom E, but let the even number of valence electrons be $N$. Which $N$ can satisfy the balance? Apply the result to ethane.

**Answer.** Only the pair equation changes:

$$a+s+y=\frac N2 .$$

Subtracting $a+s=6$ gives $y=N/2-6$. The relation $s+2y=2$ still holds, so

$$s=2-2\left(\frac N2-6\right)=14-N,\qquad a=6-s=N-8 .$$

A number of bonds cannot be negative. The condition $y\ge0$ requires $N\ge12$, and $s\ge0$ requires $N\le14$. The allowed even values are therefore 12 and 14.

Ethane has $N=2\cdot4+6=14$. Its solution is $a=6$, $s=0$, $y=1$: six C–H bonds and one C–C bond. The same equations thus give a central bond when a seventh pair is present. The missing pair, not the formula alone, produces the bridges in diborane.

### (d) Return to $N=12$. First allow boron orbitals to remain empty. Then restore full use of the orbitals but allow $h$ two-centre H–H bonds. What survives of the result?

**Answer.** With empty boron orbitals allowed, the hydrogen and pair equations are unchanged, so $y=0$ survives. The boron equation becomes an inequality:

$$a+2s\le8 .$$

Inserting $a=6-s$ gives $6+s\le8$, so $s=0$, 1 or 2. The number of empty boron orbitals is

$$8-(a+2s)=8-(6+s)=2-s .$$

The case $s=0$ includes two separate $\mathrm{BH_3}$ molecules, each with one empty orbital. The number of bridges therefore rests on the assumption that the boron orbitals are filled. That assumption needs support from an energy.

With H–H bonds allowed and all orbitals used, the equations are

$$a+s+2h=6,\qquad a+2s+2y=8,\qquad a+s+y+h=6 .$$

The third minus the first gives $y=h$. The second minus the first gives $s+2y-2h=2$, hence $s=2$. Then $a=4-2h$, and $h$ may be 0, 1 or 2.

For $h=1$ the count describes $\mathrm{H_2}$ and a $\mathrm{B_2H_4}$ unit with a B–B bond. For $h=2$ it describes two $\mathrm{H_2}$ molecules and a $\mathrm{B_2H_2}$ unit. These are solutions of a count, with no claim that the fragments are stable. The absence of a B–B bond therefore depends on excluding H–H bonds.

### (e) Describe one bridge by three orthonormal orbitals $b_1,h,b_2$ with equal site energy $\alpha$. The coupling between $h$ and either boron orbital is $\beta<0$, and $b_1$ and $b_2$ have no direct coupling. Find the levels, the lowest orbital and the electrons assigned to each atom. What happens if the two couplings differ?

**Answer.** Write the orbital as $\psi=c_1b_1+c_hh+c_2b_2$ and set $x=(E-\alpha)/\beta$. The eigenvalue equations are

$$xc_1=c_h,\qquad xc_h=c_1+c_2,\qquad xc_2=c_h .$$

Subtracting the third from the first gives $x(c_1-c_2)=0$. There are two cases.

If $x=0$, then $c_h=0$ and $c_2=-c_1$. This is a nonbonding orbital at $E=\alpha$. If $x\ne0$, then $c_1=c_2$. Multiplying the middle equation by $x$ gives $x^2c_h=2c_h$, so $x=\pm\sqrt2$. The levels are

$$E=\alpha+\sqrt2\,\beta,\qquad \alpha,\qquad \alpha-\sqrt2\,\beta .$$

Since $\beta$ is negative, the first is lowest. It has $c_h=\sqrt2\,c_1$, and normalization gives $c_1^2(1+2+1)=1$. Therefore

$$\psi=\frac12\left(b_1+\sqrt2\,h+b_2\right).$$

The squared coefficients are $1/4$, $1/2$, $1/4$. A pair in this orbital assigns one electron to hydrogen and half an electron to each boron.

This agrees with neutral atoms. Each boron receives $2\cdot\tfrac12=1$ electron from the two bridges and, if terminal pairs are shared equally, two electrons from its terminal bonds. The total is three.

For unequal couplings $\beta_1,\beta_2$, let $\epsilon=E-\alpha$. Then

$$\epsilon c_1=\beta_1c_h,\qquad \epsilon c_2=\beta_2c_h,\qquad \epsilon c_h=\beta_1c_1+\beta_2c_2 .$$

Multiplying the last equation by $\epsilon$ and using the others gives $\epsilon^2=\beta_1^2+\beta_2^2$ when $c_h\ne0$. The lowest root is $\epsilon=-\sqrt{\beta_1^2+\beta_2^2}$. When $\beta_2\to0$, the coefficient $c_2$ vanishes and the energy becomes that of an ordinary two-centre bond to the first boron. A bridge can thus pass continuously into a terminal bond as the hydrogen moves to one side.

### (f) In this model, is it favourable to turn two terminal B–H bonds and two empty boron orbitals into two bridges? State when the answer changes.

**Answer.** Measure each energy from that of two electrons at $\alpha$. A two-centre bond has its lower level at $\alpha+\beta$, so its pair gains $2|\beta|$. A three-centre pair gains $2\sqrt2\,|\beta|\approx2.83|\beta|$. The empty orbitals contribute no energy. With $\beta$ held the same throughout, the total gain is

$$2\left(2\sqrt2-2\right)|\beta|=4(\sqrt2-1)|\beta|\approx1.66|\beta| .$$

It is positive: the same two pairs are bound more strongly when each spreads over a formerly empty orbital.

If the coupling is $\beta_t$ in a terminal bond and $\beta_b$ in each half of a bridge, the gain becomes

$$G=4\left(\sqrt2\,|\beta_b|-|\beta_t|\right).$$

Bridge formation is then favourable only if $|\beta_b|>|\beta_t|/\sqrt2$, or about 71% of the terminal coupling. The model leaves out repulsion between the groups and the energy needed to reshape planar $\mathrm{BH_3}$. A positive $G$ therefore shows how sharing a pair over three centres can favour bridging. It is not a binding energy, and the model alone does not fix the ratio of the two couplings in diborane.

### (g) Let the bond order between two atoms be the sum of $P_{\mu\nu}^2$ over orbitals $\mu$ on one atom and $\nu$ on the other. For doubly occupied orbitals $i$, $P_{\mu\nu}=2\sum_i c_{\mu i}c_{\nu i}$. Find the B–B bond order from two independent bridges. Does it contradict $y=0$?

**Answer.** For scale, an equally shared two-centre pair has coefficients $1/\sqrt2$. Thus $P=2\cdot\tfrac12=1$, and its bond order is 1.

Between the two boron orbitals of one bridge,

$$P_{12}=2\cdot\frac12\cdot\frac12=\frac12,\qquad P_{12}^2=\frac14 .$$

The second bridge uses a different orbital on each boron, so there are no cross terms. The total B–B bond order is $\tfrac14+\tfrac14=\tfrac12$.

There is no contradiction. The statement $y=0$ says that no pair belongs to a two-centre B–B bond. The bond order measures all electron sharing between the atoms, including sharing through a hydrogen.

Within a bridge, the bond order between hydrogen and one boron is

$$\left(2\cdot\frac12\cdot\frac1{\sqrt2}\right)^2=\frac12 .$$

### (h) Use the following calculation to judge the count and the three-centre model.

Diborane was computed by restricted Hartree–Fock in the 6-31G* basis. Its geometry was optimized within the bridged $D_{2h}$ symmetry. The occupied valence orbitals were expressed in intrinsic atomic orbitals, an orthonormal atom-centred set that spans the occupied space. They were then localized by the Pipek–Mezey criterion, which makes the sum of the squared atomic shares as large as possible. An atom was counted as a centre of an orbital if its share exceeded 0.1.

Four localized orbitals joined one boron and one hydrogen; two joined both borons and one hydrogen. The smallest share counted was 0.276 and the largest not counted was 0.004. Other results were:

| Quantity | Value |
|---|---:|
| B–B distance | 1.778 Å |
| B–H distance, bridge | 1.315 Å |
| B–H distance, terminal | 1.184 Å |
| Bridge orbital, share on each B | 0.276 |
| Bridge orbital, share on H | 0.445 |
| B–B bond order | 0.641 |
| B–B bond order, bridge orbitals removed | 0.018 |
| B–H bond order, bridge | 0.480 |
| B–H bond order, terminal | 0.989 |

The same orbital analysis of ethane, with C–C set to 1.53 Å and C–H to 1.09 Å, gave six C–H orbitals, one C–C orbital and a C–C bond order of 1.037.

**Answer.** The orbital pattern agrees with $a=4$, $s=2$, $y=0$. The wide gap between 0.276 and 0.004 means that the assignment does not depend on a fine choice of threshold. Ethane shows that the procedure can find a central two-centre bond when one is present.

Localization is a choice of description: mixing doubly occupied orbitals among themselves leaves the total density unchanged. Also, since the bridged symmetry was imposed, the calculation tests the bonding in that structure. It is not a search through all isomers.

The three-centre model gives shares of 0.250 on each boron and 0.500 on hydrogen. In this orbital analysis, the computed shares are shifted towards boron. They depend on how the atoms are defined: dividing space into atomic regions can instead give hydrogen more than half the pair. The shift is therefore not a statement about atomic charges. To see what could change the orbital shares in this way, let $h$ have energy $\alpha_h$ and let the borons have a direct coupling $\beta'$. The combination $b_+=(b_1+b_2)/\sqrt2$ has energy $\alpha+\beta'$ and couples to $h$ by $\sqrt2\,\beta$. With $\Delta=\alpha_h-\alpha-\beta'$, the lower state of this two-level problem has hydrogen share

$$q_h=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+8\beta^2}}\right).$$

Setting $q_h=0.445$ makes the fraction $1-2(0.445)=0.11$, hence $\Delta\approx0.3|\beta|$. A higher hydrogen level and an attractive direct B–B coupling both make $\Delta$ positive. The share alone cannot separate them, so assigning the shift to either one would be a conjecture.

The computed B–B order, 0.641, exceeds the model value, 0.5, by 0.141. Most of this follows from the larger boron shares. One orbital with shares $q_1$ and $q_2$ on the two borons contributes

$$\sum_{\mu,\nu}(2c_\mu c_\nu)^2=4q_1q_2 .$$

Two bridge orbitals therefore contribute $2\cdot4\cdot0.276^2\approx0.61$. The remaining 0.03 comes from the terminal orbitals and from cross terms between localized orbitals. Removing the bridge orbitals reduces the B–B order to 0.018, so nearly all the sharing between the borons depends on the bridges.

### (i) For $\mathrm{B_2H_6}\to2\,\mathrm{BH_3}$, the electronic energy change is 0.87 eV by Hartree–Fock and 1.74 eV by frozen-core MP2, both in 6-31G* at Hartree–Fock geometries. What does this say about part (d), and about diborane as a boron precursor?

**Answer.** The change is the energy of two $\mathrm{BH_3}$ molecules minus that of diborane. It is positive at both levels, so in these calculations the bridged molecule lies below the fragments with empty orbitals. This supports the choice $s=2$ over separate molecules with $s=0$. The one-bridge case, $s=1$, was not computed.

The MP2 correction adds $1.74-0.87=0.87$ eV, as much as the whole Hartree–Fock value. Electron correlation is therefore too large to neglect in the binding energy, although the orbital pattern was already clear without it.

Diborane gas serves as a boron source in doping and film growth. Its measured distances are roughly 1.8 Å for B–B, 1.3 Å for a bridge bond and 1.2 Å for a terminal bond, so the computed geometry is of the right size. The splitting energy must not be used directly as a process temperature or an activation energy. It omits zero-point motion, heat, entropy and higher correlation, it is not corrected for basis set superposition error, and it says nothing about reaction at a surface. During decomposition, boron orbitals may become empty and H–H bonds may form. These are the two changes examined in part (d), and the simple balance then no longer fixes a single structure.
